# Residence time and event choice for competing activated events

A kinetic Monte Carlo calculation of an oxygen atom crossing a diffusion barrier needs two decisions at every step: which event to carry out, and how far to advance the clock. Suppose that a rare inward hop has been chosen from a list dominated by fast lateral hops. Should the clock advance by a time typical of the inward hop alone, or by the much shorter time typical of the whole list? The theorem below shows that the whole list sets the time, whichever event is chosen.

Independence of the events is not enough for this result. The theorem also assumes that each event has a constant rate while the system waits. Why high barriers provide such rates, approximately, is treated at the end.

## Assumptions

The system enters a state at $t=0$. Events $i=1,\dots,M$ lead out of it, with $M$ finite. Event $i$ has a latent waiting time $\tau_i$, the time at which it would fire if no other event came first. Its survival function is $S_i(t)=P(\tau_i>t)$. Assume:

- **A1.** Each $\tau_i$ is positive and finite with probability one.
- **A2.** Each $\tau_i$ is memoryless: $P(\tau_i>t+s\mid\tau_i>s)=P(\tau_i>t)$ whenever $S_i(s)>0$.
- **A3.** The $\tau_i$ are mutually independent.

The residence time is $T=\min_i\tau_i$, and $I$ is the index of the event that fires first. Energies are in eV, times in s and rates in s$^{-1}$, the natural units for thermal hopping.

## Lemma 1: a memoryless clock is exponential

Under A1 and A2 there is a rate $0<k_i<\infty$ such that $S_i(t)=e^{-k_it}$.

**Proof.** Drop the index $i$. Since $\tau>t+s$ implies $\tau>s$, A2 gives
$$S(t+s)=P(\tau>t+s\mid\tau>s)\,P(\tau>s)=S(t)S(s).$$
If $S(s)=0$, both sides vanish, so the relation holds for all $s,t\ge0$.

Fix a time $t_0>0$. Repeated use of the relation gives $S(t_0)=[S(t_0/n)]^n$ for every positive integer $n$. If $S(t_0)$ were zero, every $S(t_0/n)$ would be zero, and $\tau$ could not be positive. If $S(t_0)$ were one, then $S(nt_0)=1$ for every $n$, and $\tau$ could not be finite. Both contradict A1, so $0<S(t_0)<1$, and
$$k=-\frac{\ln S(t_0)}{t_0}$$
is positive and finite. For positive integers $m,n$,
$$S\!\left(\frac{m}{n}t_0\right)=\left[S\!\left(\frac{t_0}{n}\right)\right]^m=[S(t_0)]^{m/n}=e^{-k(m/n)t_0}.$$
This proves the formula at all rational multiples of $t_0$. Any other $t$ lies between two such multiples, $a<t<b$, as close to it as desired. Since $S$ cannot increase, $e^{-kb}\le S(t)\le e^{-ka}$, and both bounds tend to $e^{-kt}$. $\square$

The density of $\tau_i$ is $-dS_i/dt=k_ie^{-k_it}$. The probability of firing in the next $dt$, given survival so far, is this density times $dt$ divided by $S_i$, which is $k_i\,dt$ at every $t$.

## Theorem

Let $K=\sum_{j=1}^M k_j$. Under A1–A3,
$$P(T>t,\ I=i)=\frac{k_i}{K}\,e^{-Kt}.$$
Hence $T$ is exponential with mean $1/K$, event $i$ is chosen with probability $p_i=k_i/K$, and $T$ and $I$ are independent.

**Proof.** Two clocks ring together with probability zero: given $\tau_i=s$, the independent, continuously distributed $\tau_j$ takes the single value $s$ with probability zero. So $I$ is well defined.

Event $i$ fires first at time $s$ if clock $i$ rings at $s$ and every other clock is still silent. By A3 the probabilities multiply:
$$
\begin{aligned}
P(T>t,I=i)&=\int_t^\infty k_ie^{-k_is}\prod_{j\ne i}e^{-k_js}\,ds\\
&=k_i\int_t^\infty e^{-Ks}\,ds=\frac{k_i}{K}e^{-Kt}.
\end{aligned}
$$
Summing over $i$ gives $P(T>t)=e^{-Kt}$. Setting $t=0$ gives $P(I=i)=k_i/K$. The joint probability is the product of these two, which is independence. $\square$

**Remark: the same law from a master equation.** Let $P_0(t)$ be the probability that nothing has fired, and $P_i(t)$ the probability that event $i$ has fired first. Constant rates give
$$\frac{dP_0}{dt}=-KP_0,\qquad \frac{dP_i}{dt}=k_iP_0,$$
with $P_0(0)=1$ and $P_i(0)=0$. The first equation gives $P_0=e^{-Kt}$. Integrating the second gives $P_i=(k_i/K)(1-e^{-Kt})$, in agreement with the theorem. This route needs only that the rates given survival are the constants $k_i$. A3 guarantees this, but it is not necessary. With three events, draw $T$ and $I$ from the law above and give the two losing clocks the leftover times $E/k_j$, with one shared exponential $E$ of unit mean. Each clock is then still exponential with rate $k_j$ and the law holds, although the clocks are dependent. Dependence can also break the law: if $\tau_i=E/k_i$ with one shared $E$, A1 and A2 hold, but the fastest event always wins and the mean residence time is $1/\max_i k_i$.

**Remark: converse.** If $T$ is exponential with rate $K$ and independent of $I$, then event $i$ comes first in $(t,t+dt)$ with probability $p_iKe^{-Kt}dt$. Division by the survival probability $e^{-Kt}$ gives the rate $p_iK$, a constant. The two properties together therefore require constant rates given survival.

## Consequences for a simulation

**Mean and spread.** Integration by parts expresses the moments through the survival function:
$$\langle T\rangle=\int_0^\infty e^{-Kt}dt=\frac1K,\qquad
\langle T^2\rangle=2\int_0^\infty te^{-Kt}dt=\frac{2}{K^2}.$$
The variance is $2/K^2-1/K^2=1/K^2$, so the standard deviation equals the mean. Because $T$ and $I$ are independent, the mean wait is also $1/K$ in the cases where a particular event $i$ wins. A slow event wins when its clock happens to ring early.

**Losing clocks.** Suppose event $i$ wins. The probability that this happens after $t$, with each losing clock $j$ having more than $r_j$ still to run, is
$$\int_t^\infty k_ie^{-k_is}\prod_{j\ne i}e^{-k_j(s+r_j)}ds
=\frac{k_i}{K}e^{-Kt}\prod_{j\ne i}e^{-k_jr_j}.$$
The leftover times are independent exponentials with their original rates. If an event survives into the next state with its rate unchanged, keeping its old clock and drawing a new one are statistically equivalent.

**Sampling.** Let $u$ and $v$ be independent and uniform between 0 and 1. Set
$$T=-\frac{\ln u}{K},\qquad \sum_{j<i}k_j\le vK<\sum_{j\le i}k_j .$$
The time is right because $-\ln u/K>t$ means $u<e^{-Kt}$, which has probability $e^{-Kt}$. The second condition selects $i$ when $v$ falls in an interval of width $k_i/K$.

**Two limits.** If one rate far exceeds the sum of the others, $K$ is close to that rate and on a single visit the state behaves as if it had one exit. If that exit leads to an equivalent state, the slow exits still decide the eventual outcome, as in the example below. If all $M$ rates equal $k$, then $K=Mk$: the mean residence time is $1/(Mk)$, and each event has probability $1/M$.

## Example: an oxygen atom in a barrier film

Take a model film at 700 K, where $k_BT=0.060321$ eV. Each rate is $k_i=\nu e^{-E_i/k_BT}$ with $\nu=10^{13}$ s$^{-1}$. The atom has four lateral hops with barriers of 0.90 eV, one inward hop with 1.00 eV, and one capture, which forms an oxide bond, with 1.05 eV. These are round model parameters.

The rates are $3.3135\times10^6$ s$^{-1}$ for each lateral hop, $6.314\times10^5$ s$^{-1}$ for the inward hop and $2.756\times10^5$ s$^{-1}$ for capture. Thus
$$K=(4\times3.3135+0.6314+0.2756)\times10^6\ \mathrm{s^{-1}}
=1.416\times10^7\ \mathrm{s^{-1}},$$
and $1/K=7.06\times10^{-8}$ s, or 70.6 ns. The four lateral hops together have probability 0.936, the inward hop 0.0446 and capture 0.0195.

For $u=0.30$ the waiting time is $1.204\times7.06\times10^{-8}$ s $=8.50\times10^{-8}$ s. For $v=0.95$ the choice lies between the cumulative probabilities 0.936 and 0.981, so the atom hops inward. Advancing the clock by the inverse inward rate, $1.58\times10^{-6}$ s, would exceed the correct mean by the factor $1/0.0446\approx22$.

In one million simulated races between independent clocks, the mean wait when the inward hop won was $7.09\times10^{-8}$ s, consistent with $1/K$. The mean leftover of the inward clock when it lost was $1.587\times10^{-6}$ s, against $1.584\times10^{-6}$ s expected. This difference is about 2.3 standard errors, inside the test limit of five.

If lateral hops lead to equivalent sites, the inward and capture clocks can be kept running through them. The theorem then applies to these two events alone. The atom goes inward before being captured with probability $0.631/(0.631+0.276)=0.70$. Lateral motion uses most of the simulation steps but does not alter this ratio.

The temperature dependence of the total rate follows with $\beta=1/k_BT$ and constant $\nu$:
$$-\frac{d\ln K}{d\beta}=-\frac1K\sum_i\frac{d}{d\beta}\left(\nu e^{-\beta E_i}\right)=\sum_i\frac{k_i}{K}E_i .$$
Here this is $0.93595\times0.90+0.04459\times1.00+0.01946\times1.05=0.907$ eV. The apparent activation energy is a mean barrier weighted by event probability, and so it changes with temperature.

## Proposition 2: independent clocks with memory

Keep A3 but drop A2. Let $\tau_i$ have density $f_i$ and define its hazard $h_i=f_i/S_i=-d\ln S_i/dt$ wherever $S_i>0$. Then
$$P(T>t)=\exp\!\left[-\int_0^t\sum_ih_i(s)\,ds\right],\qquad
P(I=i\mid T=t)=\frac{h_i(t)}{\sum_jh_j(t)} .$$

**Proof.** Integrating the definition of $h_i$ from $S_i(0)=1$ gives $S_i=\exp(-\int_0^th_i\,ds)$, and the product over $i$ is the first formula. The joint density for event $i$ to win at $t$ is $f_i\prod_{j\ne i}S_j=h_i\prod_jS_j$. Dividing by its sum over $i$ cancels the common product. $\square$

For a counterexample to the exponential law, let each event need two memoryless stages in series, each with rate $a=2k$. The density of the total time is
$$f(t)=\int_0^t ae^{-as}\,ae^{-a(t-s)}ds=a^2te^{-at},$$
and $S(t)=(1+at)e^{-at}$, since $-dS/dt=f$ and $S(0)=1$. The mean is $2/a=1/k$. Take $k=3$ and $1$ s$^{-1}$, so $a=6$ and $2$ s$^{-1}$. With $t$ in seconds, the mean residence time is
$$\int_0^\infty(1+8t+12t^2)e^{-8t}dt=\frac18+\frac8{64}+\frac{24}{512}=0.297\ \mathrm{s},$$
not $1/(3+1)=0.25$ s. The fast event wins with probability
$$\int_0^\infty36te^{-6t}(1+2t)e^{-2t}dt=36\left(\frac1{64}+\frac4{512}\right)=0.844,$$
not 0.75. The hazards are $a^2t/(1+at)$, so the choice depends on the time:
$$P(\text{fast}\mid T=t)=\frac{9(1+2t)}{10+24t}.$$
This is 0.871 at 0.1 s and 0.794 at 1 s. Mean waiting times alone therefore do not determine the race, even when the clocks are independent.

## Proposition 3: constant rates from an activated basin

Resolve the state into finitely many connected microstates $a$. Let $w_{a\to b}$ be the rates between them and $r_{ia}$ the rate of leaving from $a$ through exit $i$, with at least one exit rate positive. Assume detailed balance, $w_{a\to b}\pi_a=w_{b\to a}\pi_b$, with positive weights $\pi_a$. Let $p_a(t)$ be the probability of being in $a$ without having left. Then $dp/dt=Ap$, where
$$A_{ba}=w_{a\to b}\ (b\ne a),\qquad
A_{aa}=-\sum_{b\ne a}w_{a\to b}-\sum_ir_{ia}.$$

There is a positive, normalized distribution $q$ with $Aq=-Kq$ and $K>0$. Started from $q$, the system obeys the joint law of the theorem with $k_i=\sum_ar_{ia}q_a$.

**Proof.** Detailed balance makes $H_{ba}=\pi_b^{-1/2}A_{ba}\pi_a^{1/2}$ symmetric, so its eigenvalues are real. Let $-K$ be the largest and $\phi$ a normalized eigenvector for it. The off-diagonal elements of $H$ are nonnegative, so replacing $\phi$ by $|\phi|$ cannot lower $\phi^{\mathsf T}H\phi$, which is already maximal. Thus $|\phi|$ is also an eigenvector. If one of its components were zero, the eigenvalue equation there would force all neighbouring components to zero, and connectivity would make the whole vector zero. So $|\phi|$ is positive, and $q_a\propto\pi_a^{1/2}|\phi_a|$ is the required distribution.

Each column of $A$ sums to $-\sum_ir_{ia}$. Summing $Aq=-Kq$ over its components therefore gives $K=\sum_ik_i>0$. From $q$, $p(t)=e^{-Kt}q$, and the probability flux through exit $i$ is $k_ie^{-Kt}$. Its integral from $t$ to infinity is $(k_i/K)e^{-Kt}$. $\square$

The eigenvector is unique up to a factor: two independent ones could be combined to vanish at one microstate, which was just excluded. Let $\lambda_2>K$ be the next decay rate. From another start, survival is $c_1e^{-Kt}$ plus terms decaying at $\lambda_2$ or faster. Relative to the first mode, these shrink at least as fast as $e^{-(\lambda_2-K)t}$. If $\lambda_2\gg K$, and these terms do not start out enormously larger than the first, the rates become constant well before $t=1/K$. The amplitude $c_1$ still records prompt escapes.

To see both effects, consider overdamped motion between absorbing exits at $x=\pm L$, in the potential $V=B\sin^2(\pi x/2L)$, with $B$ larger by $1\,k_BT$ on the left. The start is at $x=0.6L$, on the right-hand slope. The motion is represented by hops between neighbouring points of a grid with 60 cells from $-L$ to $L$, so Proposition 3 applies directly. The ratios $\lambda_2/K$ are values for this grid, rounded to two figures; for continuous motion they are larger by 0.2 to 1.2%, which gives 20, 830 and 47,000, and the other columns are unchanged to the digits shown. The deviation below is the largest $|P(T>t)-e^{-Kt}|$ at the times $0.05/K,\ 0.10/K,\dots,4/K$; the maximum over all times can be slightly larger.

| Right barrier ($k_BT$) | $\lambda_2/K$ | Deviation | Right exit, from $q$ | Right exit, from $0.6L$ |
|---|---:|---:|---:|---:|
| 2 | 20 | 0.178 | 0.684 | 0.781 |
| 6 | 820 | 0.051 | 0.714 | 0.730 |
| 10 | 47,000 | 0.011 | 0.721 | 0.724 |

At $2\,k_BT$ the decay rates differ by a factor of 20, yet the deviation is 0.178. Separation of rates does not by itself make the effect of the start small. The probability $g(x)$ of reaching the right exit before the minimum obeys $g''-(V'/k_BT)g'=0$, so $g'\propto e^{V/k_BT}$ and
$$g(x_0)=\frac{\int_0^{x_0}e^{V/k_BT}dx}{\int_0^Le^{V/k_BT}dx}.$$
For a high barrier both integrals are dominated by their upper ends. Apart from an algebraic factor, $g$ falls as $e^{-[V(L)-V(x_0)]/k_BT}$. A fixed start below the top thus loses its influence as the barrier grows.

An atom that has just crossed a barrier starts near the top, where this suppression is weak. It may recross or continue before settling. The theorem then applies after relaxation, and correlated prompt jumps must be included separately or absorbed into the definition of the events. The one-dimensional model shows the mechanism for overdamped motion. It omits the momentum that an atom in a solid carries over a barrier, and it does not supply an error estimate for the film. The numerical output below gives the remaining values.

## Numbers as computed

```
Temperature: 700 K; kT: 0.060321 eV
Attempt frequency: 1.0e+13 s^-1
each lateral hop: barrier 0.90 eV, rate 3.3135e+06 s^-1, probability 0.23399
inward hop: barrier 1.00 eV, rate 6.3142e+05 s^-1, probability 0.04459
capture: barrier 1.05 eV, rate 2.7563e+05 s^-1, probability 0.01946
All four lateral hops, probability: 0.93595
Lateral plus inward, cumulative: 0.98054
Total rate K: 1.4161e+07 s^-1
Mean residence time 1/K: 7.0616e-08 s
Inverse inward rate: 1.5837e-06 s
Apparent activation energy: 0.90738 eV
Sampled move: u = 0.30, v = 0.95
  waiting time 8.5020e-08 s, event inward
Simulated residences: 1000000
  mean residence time: 7.0660e-08 s
  standard deviation: 7.0608e-08 s
  inward frequency: 0.04460
  capture frequency: 0.01931
  mean wait when inward wins: 7.0854e-08 s
  mean leftover of losing inward clock: 1.5875e-06 s
Two-stage clocks: k = 3 and 1 s^-1
  fast-first probability: 0.84375
  rate-proportional value: 0.75000
  mean residence: 0.296875 s
  inverse of summed k: 0.250000 s
  fast choice given T = 0.1 s: 0.87097
  fast choice given T = 1.0 s: 0.79412
Basin: start x/L = 0.6, grid cells 60
Right barrier 2 kT, left 3 kT:
  escape rate K: 6.1734e-01 D/L^2
  second decay rate over K: 2.0102e+01
  largest survival deviation: 0.17762
  right-exit probability, quasi-stationary: 0.68384
  right-exit probability, fixed start: 0.78122
Right barrier 6 kT, left 7 kT:
  escape rate K: 3.0980e-02 D/L^2
  second decay rate over K: 8.2335e+02
  largest survival deviation: 0.05069
  right-exit probability, quasi-stationary: 0.71357
  right-exit probability, fixed start: 0.73003
Right barrier 10 kT, left 11 kT:
  escape rate K: 9.6445e-04 D/L^2
  second decay rate over K: 4.6713e+04
  largest survival deviation: 0.01058
  right-exit probability, quasi-stationary: 0.72085
  right-exit probability, fixed start: 0.72399
```
